# Equilibrium and Approach Length of Neutral and Singly Ionized Projectile Fractions

## 1. A case that can be counted: equal cross sections

A beam of singly charged ions enters a gas of number density \(n\). Suppose that an ion captures an electron, and a neutral loses one, with the same cross section \(\sigma\). Every effective encounter then switches the charge state, whatever that state is. The state at depth \(x\) depends only on whether the number of encounters so far is even or odd.

An encounter occurs when a gas molecule lies within a tube of cross section \(\sigma\) around the path. For independently and randomly placed molecules, the number \(k\) in the tube has a Poisson distribution with mean \(\mu=n\sigma x\). A projectile that entered as an ion is neutral if \(k\) is odd, so the neutral fraction is

\[
F_0=\sum_{k\ \mathrm{odd}}e^{-\mu}\frac{\mu^k}{k!}=e^{-\mu}\sinh\mu=\frac12\left(1-e^{-2n\sigma x}\right).
\]

The fraction tends to one half, and it does so over the length \(1/(2n\sigma)\), half the mean distance between encounters. For unequal cross sections, one half becomes a ratio of cross sections, and \(2\sigma\) becomes their sum.

## 2. Definitions and the balance equation

Let \(F_+\) and \(F_0\) be the fractions of projectiles that are singly ionized and neutral. The capture cross section \(\sigma_c\) belongs to the change from ion to neutral, and the loss cross section \(\sigma_l\) to the change from neutral to ion. Both are per gas molecule. The assumptions are:

- there are two charge states and no projectile leaves the beam, so \(F_0+F_+=1\);
- collisions are independent, and a cross section depends on the present charge state but not on earlier collisions;
- \(\sigma_c\) and \(\sigma_l\) are constant along the path, and at least one is positive.

A slab of thickness \(dx\) contains \(n\,dx\) molecules per unit area. Each presents an area \(\sigma_c\) to an ion, so an ion becomes neutral in the slab with probability \(n\sigma_c\,dx\). Likewise, a neutral becomes an ion with probability \(n\sigma_l\,dx\). Overlap of the target areas and two changes in one slab have probabilities of order \(dx^2\), which vanish from the derivative.

Neutrals are gained from the ions present and lost from the neutrals present:

\[
\frac{dF_0}{dx}=n\sigma_cF_+-n\sigma_lF_0,\qquad
\frac{dF_+}{dx}=-n\sigma_cF_++n\sigma_lF_0 .
\]

The two right-hand sides add to zero, so \(F_0+F_+\) stays at one. Inserting \(F_+=1-F_0\) in the first equation gives

\[
\frac{dF_0}{dx}=n\sigma_c(1-F_0)-n\sigma_lF_0
=n\sigma_c-n(\sigma_c+\sigma_l)F_0. \tag{1}
\]

## 3. Equilibrium fractions

The fractions stop changing when the right-hand side of (1) is zero:

\[
F_0^{\rm eq}=\frac{\sigma_c}{\sigma_c+\sigma_l},\qquad
F_+^{\rm eq}=1-F_0^{\rm eq}=\frac{\sigma_l}{\sigma_c+\sigma_l}. \tag{2}
\]

Equivalently, \(\sigma_cF_+^{\rm eq}=\sigma_lF_0^{\rm eq}\): as many projectiles become neutral per unit length as become ions. If both cross sections are positive, individual projectiles continue to change charge. The density has cancelled, so in this model more gas brings equilibrium nearer to the entrance without altering it.

If \(\sigma_l=0\), a captured electron is never lost and \(F_0^{\rm eq}=1\). If \(\sigma_c=0\), all projectiles end as ions. If both were zero, the initial fractions would persist and (2) would be undefined, which is why that case was excluded.

## 4. The exponential approach

Define the deviation \(D=F_0-F_0^{\rm eq}\). Since \(F_0^{\rm eq}\) is constant, \(dD/dx=dF_0/dx\). Writing \(n\sigma_c=n(\sigma_c+\sigma_l)F_0^{\rm eq}\) in (1) gives

\[
\frac{dD}{dx}=n(\sigma_c+\sigma_l)\left(F_0^{\rm eq}-F_0\right)=-\frac{D}{\lambda},
\qquad
\lambda=\frac{1}{n(\sigma_c+\sigma_l)}. \tag{3}
\]

For uniform gas and \(D(0)\ne0\), separation of variables gives

\[
\int_{D(0)}^{D(x)}\frac{dD'}{D'}=-\int_0^x\frac{dx'}{\lambda}
\quad\Longrightarrow\quad
\ln\frac{D(x)}{D(0)}=-\frac{x}{\lambda}.
\]

Exponentiating and restoring \(F_0\),

\[
F_0(x)=F_0^{\rm eq}+\left[F_0(0)-F_0^{\rm eq}\right]e^{-x/\lambda}. \tag{4}
\]

If \(D(0)=0\), the fraction stays at equilibrium, as (4) also says.

The cross sections add for a simple reason. An excess \(D\) of neutrals increases the loss flow by \(n\sigma_lD\). It also means that there are \(D\) fewer ions, which reduces the capture flow by \(n\sigma_cD\). Both changes drive the excess down.

The length \(\lambda\) does not depend on the starting state. For a pure ion beam and a pure neutral beam, (4) becomes

\[
F_0^{(+)}=F_0^{\rm eq}\left(1-e^{-x/\lambda}\right),\qquad
F_0^{(0)}=F_0^{\rm eq}+F_+^{\rm eq}e^{-x/\lambda}.
\]

Their difference is \(e^{-x/\lambda}\), because \(F_0^{\rm eq}+F_+^{\rm eq}=1\). Measuring both therefore gives \(\lambda\) without knowledge of the equilibrium.

The distance to a given accuracy does depend on the start. Requiring \(|D(x)|=\varepsilon F_0^{\rm eq}\), with \(\sigma_c>0\) and an initial deviation larger than this, gives

\[
x_\varepsilon=\lambda\ln\frac{|F_0(0)-F_0^{\rm eq}|}{\varepsilon F_0^{\rm eq}}.
\]

For a pure ion beam this is \(\lambda\ln(1/\varepsilon)\), or \(4.6\lambda\) for a neutral fraction within 1% of its equilibrium value.

## 5. Non-uniform gas

Pressure in a beamline may vary with position. Define the column density

\[
N(x)=\int_0^x n(x')\,dx',\qquad dN=n(x)\,dx.
\]

Dividing (1) by \(n(x)\) gives \(dF_0/dN=\sigma_c-(\sigma_c+\sigma_l)F_0\), which has constant coefficients. The previous integration then yields

\[
F_0=F_0^{\rm eq}+\left[F_0(0)-F_0^{\rm eq}\right]e^{-(\sigma_c+\sigma_l)N}. \tag{5}
\]

Only the total column matters, not its distribution. This requires the same gas composition and the same cross sections throughout.

For an initially pure ion beam, an implementation should evaluate \(1-e^{-u}\), with \(u=(\sigma_c+\sigma_l)N\), by a function designed for small \(u\). Direct subtraction of two nearly equal numbers loses digits in thin gas.

## 6. The path of one projectile

An ion survives a distance \(s\) without capture with probability \(e^{-n\sigma_cs}\). The mean length of an ion leg is the integral of this survival probability, and the neutral leg follows in the same way:

\[
\ell_+=\int_0^\infty e^{-n\sigma_cs}\,ds=\frac1{n\sigma_c},\qquad
\ell_0=\frac1{n\sigma_l}.
\]

Here both cross sections must be positive. Over a long path the legs alternate and occur in equal numbers, apart from at most one. The neutral share of the path is therefore

\[
\frac{\ell_0}{\ell_0+\ell_+}
=\frac{1/\sigma_l}{1/\sigma_l+1/\sigma_c}
=\frac{\sigma_c}{\sigma_c+\sigma_l}=F_0^{\rm eq}.
\]

Also \(1/\lambda=1/\ell_++1/\ell_0\), so \(\lambda\) is shorter than either mean leg.

In equilibrium the mean number of charge changes per length \(\lambda\) is

\[
\lambda\left(n\sigma_cF_+^{\rm eq}+n\sigma_lF_0^{\rm eq}\right)
=\frac{2\sigma_c\sigma_l}{(\sigma_c+\sigma_l)^2}
=2F_0^{\rm eq}F_+^{\rm eq}\le\frac12 .
\]

The bound holds because \(F(1-F)\) is largest at \(F=1/2\). The beam can thus approach equilibrium although a typical projectile has changed charge only a few times.

## 7. Thin gas and the dose error

For a pure ion beam with \(u\ll1\), the expansion \(1-e^{-u}=u-u^2/2+\cdots\) gives

\[
F_0=\sigma_cN\left[1-\tfrac12(\sigma_c+\sigma_l)N+\cdots\right]. \tag{6}
\]

The leading term contains capture alone, because there are hardly any neutrals yet to lose electrons. Loss enters in the next order. In thick gas the fraction instead depends on the ratio \(\sigma_c/\sigma_l\).

Consider an implanter in which a magnet passes only ions into the last straight section. Some become neutral there and still reach the wafer. Assume that the dose counter measures the charge of arriving projectiles, without a false signal from secondary electrons or slow gas ions. Assume also that no field after the magnet separates ions from neutrals.

If \(\Phi\) projectiles arrive per unit area, the counter registers \(e\Phi F_+\), where \(e\) is the elementary charge. Implantation stops when this equals \(e\Phi_{\rm set}\), where \(\Phi_{\rm set}\) is the intended dose. Hence

\[
\Phi=\frac{\Phi_{\rm set}}{F_+},\qquad
\frac{\Phi-\Phi_{\rm set}}{\Phi_{\rm set}}=\frac1{F_+}-1=\frac{F_0}{F_+}. \tag{7}
\]

The relative excess tends to \(\sigma_c/\sigma_l\) in thick gas. If a scanning or bending field follows part of the gas path, neutrals formed before it do not follow the ions, and (7) no longer gives the local dose.

## 8. Worked example: protons in residual nitrogen

Take 50 keV protons crossing 3.0 m of nitrogen at 300 K and \(10^{-5}\) Torr after the last magnet. Rough typical cross sections per molecule are \(\sigma_c=0.03\ \mathrm{nm^2}\) and \(\sigma_l=0.04\ \mathrm{nm^2}\). The ideal-gas law \(n=p/(k_BT)\), with pressure \(p\), temperature \(T\) and Boltzmann constant \(k_B\), gives \(n=3.219\times10^{17}\ \mathrm{m^{-3}}\).

The sum of the cross sections is \(0.07\ \mathrm{nm^2}=7.0\times10^{-20}\ \mathrm{m^2}\), so

\[
\lambda=\frac1{(3.219\times10^{17})(7.0\times10^{-20})}\ \mathrm m=44.4\ \mathrm m,
\qquad F_0^{\rm eq}=\frac{0.03}{0.07}=0.429.
\]

The mean ion and neutral legs are 104 m and 78 m. The path is only \(3.0/44.38=0.0676\) approach lengths, and

\[
F_0=0.4286\left(1-e^{-0.0676}\right)=0.0280,\qquad F_+=0.9720.
\]

The leading thin-gas term gives 0.0290, which is 3.4% above the full result. This agrees with the relative correction \(u/2\) in (6).

For an intended dose of \(5\times10^{16}\ \mathrm{cm^{-2}}\), or \(8011\ \mathrm{\mu C/cm^2}\) of singly charged ions, equation (7) gives

\[
\Phi=\frac{5\times10^{16}}{0.9720}\ \mathrm{cm^{-2}}
=5.14\times10^{16}\ \mathrm{cm^{-2}},
\]

an excess of 2.9% relative to the intended dose. With path, temperature and cross sections held fixed, pressure changes the result as follows.

| Pressure (Torr) | \(\lambda\) (m) | \(F_0\) | Dose excess |
|---|---:|---:|---:|
| \(10^{-6}\) | 444 | 0.0029 | 0.29% |
| \(10^{-5}\) | 44.4 | 0.028 | 2.9% |
| \(10^{-4}\) | 4.44 | 0.21 | 27% |
| \(10^{-3}\) | 0.444 | 0.43 | 75% |

The first two rows are nearly proportional to pressure. In the last row the path is almost seven approach lengths, and the excess has nearly reached \(\sigma_c/\sigma_l=0.75\).

## 9. Numerical tests of the law

The law was tested by following projectiles through randomly placed targets, with a charge change whenever the impact point fell inside the relevant disk. Each fraction used 300,000 projectiles and the cross sections above. After one approach length, the neutral fraction was 0.2706 from an ion start and 0.6394 from a neutral start; equation (4) gives 0.2709 and 0.6388. The difference between the starts was 0.369, against \(e^{-1}=0.368\).

At 0.5 and 3 approach lengths, the ion-start results differed from the formula by about 0.002. That is slightly more than two standard errors at each point, but within the test limit of 0.005. The comparison supports the law at that level, not to the last printed digit.

A single trajectory past 400,000 targets spent 0.428 of its path neutral, against 0.429 from (2). It made 0.491 charge changes per approach length, against 0.490.

For non-uniform gas, the balance equations were integrated over 3 m with \(n(x)=n_b\{1+3\exp[-((x-2)/0.5)^2]\}\), where \(x\) is in metres and \(n_b\) is the density at \(10^{-4}\) Torr. Both the integration and (5) gave \(F_0=0.308648\) for an initial ion beam. The full set of values is in the numerical output.

## 10. Relation to a real beamline

The example lies in the regime of hydrogen implantation for layer splitting. The pressure \(10^{-5}\) Torr is a rough value for a beamline with some gas load; \(10^{-3}\) Torr is far above normal operation and serves to show the thick-gas limit. Real residual gas is a mixture, and its pressure can change when the beam releases gas from the wafer. The assumption of fixed, pure gas is then broken. In this model, a tenfold pressure rise over the whole path moves the dose excess from 2.9% to 27%. A correction based on (7) therefore needs the column density during implantation and cross sections for the actual gas.

The uncertainty of the capture cross section and the effect of several omissions can be estimated with rough inputs.

**Capture cross section.** Changing \(\sigma_c\) by \(-25\%\) or \(+25\%\), with all else fixed, changes \(F_0\) at the wafer from 0.028 to 0.021 or 0.035. By (7), the dose excess becomes 2.2% or 3.6%. This is the largest change among the effects sized below for the 3 m path at fixed pressure.

**Negative ions.** Take \(8\times10^{-4}\ \mathrm{nm^2}\) for electron attachment to a neutral and \(0.08\ \mathrm{nm^2}\) for detachment, leaving out direct two-electron changes. The negative fraction is then 0.4% in equilibrium and about \(10^{-5}\) at the wafer. The wafer value covers only the two-step route through a neutral. Direct capture of two electrons by an ion grows in proportion to the column in thin gas, and a cross section of only \(10^{-5}\ \mathrm{nm^2}\) for it would nearly double this value.

**Long-lived excited atoms.** Suppose that one tenth of captures produce atoms with three times the loss cross section, and ignore their decay. In equilibrium,

\[
\frac{F_0}{F_+}=\left(0.9+\frac{0.1}{3}\right)\frac{\sigma_c}{\sigma_l}=0.70,
\]

so the total neutral fraction falls from 0.429 to 0.412. At the wafer it falls only from 0.0280 to 0.0279, since few neutrals have had time to be ionized again.

**Energy loss.** For a stopping cross section of \(3\ \mathrm{eV\,nm^2}\) per molecule, the loss per approach length is \(3/0.07=43\ \mathrm{eV}\), independent of density. If capture varies as the inverse square of energy, it changes by 0.17% over that length. Constant cross sections are adequate here, but not for a projectile that loses a substantial part of its energy.

**Scattering.** A bare nucleus of charge number \(Z\), passed at distance \(b\), exerts the transverse force \(Z\kappa b/(s^2+b^2)^{3/2}\), where \(s\) is the position along the path and \(\kappa=e^2/(4\pi\varepsilon_0)\), with \(\varepsilon_0\) the vacuum permittivity. Its integral over \(s\) is \(2Z\kappa/b\). Dividing by momentum times speed, which equals \(2E\) for kinetic energy \(E\), gives the small deflection \(\theta=Z\kappa/(Eb)\). For \(\theta=10\) mrad and nitrogen, \(b=0.020\ \mathrm{nm}\). Two nuclei per molecule give \(2\pi b^2=0.0026\ \mathrm{nm^2}\), so 0.25% of the beam is scattered beyond 10 mrad on the path. This small-angle estimate ignores electron screening, which weakens the force, and treats each nucleus separately, although deflections by several nuclei can add. It therefore gives only the order of magnitude; a static Hartree–Fock electron cloud on each atom roughly halves the cross section, to about \(0.0013\ \mathrm{nm^2}\). The scattered share grows with the column. At \(10^{-3}\) Torr it is 10–20% of the beam, so the assumption that no projectile leaves the beam is doubtful for the last row of the table.

**Thermal motion.** The gas speed is about 517 m/s, against \(3.1\times10^6\) m/s for the beam, so treating the molecules as stationary is adequate.

These estimates concern the gas path. Inside the wafer, neighbouring atoms act on the projectile together, and the assumption of independent gas collisions cannot be carried over without further justification.

## Computed results

```
INPUTS (rough typical values)
proton energy 50 keV, gas 300 K, 1e-05 Torr, path 3.0 m
capture 0.030 nm^2, loss 0.040 nm^2, sum 0.070 nm^2
RESULTS
gas density 3.219e+17 m^-3
column density of path 0.9656 nm^-2
equilibrium neutral fraction 0.4286, ion 0.5714
approach length 44.38 m
path / approach length 0.06760
mean ion leg 103.6 m, mean neutral leg 77.7 m
neutral fraction at wafer 0.02801, ion 0.97199
thin-gas estimate of neutral fraction 0.02897
intended dose 5.00e+16 cm^-2 = 8011 uC/cm^2
true dose 5.1441e+16 cm^-2, excess 2.88 %
1% distance from pure ions 4.605 approach lengths = 204 m
PRESSURE: Torr, approach length m, neutral fraction, dose excess %
1e-06  443.817  0.00289  0.29
1e-05  44.382  0.02801  2.88
1e-04  4.438  0.21057  26.67
1e-03  0.444  0.42807  74.85
RANDOM TARGETS: x/length, ion start sim, formula, neutral start sim, formula
0.5  0.1670  0.1686  0.7765  0.7752
1.0  0.2706  0.2709  0.6394  0.6388
3.0  0.4093  0.4072  0.4577  0.4570
dose excess at 1e-4 Torr: simulated 26.84 %, formula 26.67 %
LONG TRAJECTORY: simulated, formula
ion leg (column) 33.32, 33.33 nm^-2
neutral leg (column) 24.89, 25.00 nm^-2
neutral share of path 0.4276, 0.4286
charge changes per approach length 0.4909, 0.4898
UNEVEN GAS neutral fraction: integrated 0.308648, formula 0.308648
NEGLECTED EFFECTS (rough inputs)
negative ions: attachment 8.0e-04 nm^2, detachment 0.08 nm^2
  negative fraction: equilibrium 0.00427, at wafer 1.1e-05
excited atoms: capture share 0.1, loss factor 3
  neutral fraction: equilibrium 0.4118, at wafer 0.02791
stopping 3.0 eV nm^2: loss per approach length 42.9 eV, on path 2.90 eV
  capture change per approach length 0.17 %
scattering beyond 10 mrad: impact parameter 0.0202 nm, cross section 0.00255 nm^2
  relative to charge changing 3.65 %, beam scattered on path 0.246 %
beam speed 3.095e+06 m/s, gas speed 517 m/s
capture -25% / +25%: neutral fraction at wafer 0.02108 / 0.03489
```
